# Dyakonov-Shur Instability of Plasma Waves in a Gated Channel, part 1

(Sections cited here and not found follow in the second part.)

## Assumptions

The channel occupies \(0<x<L\), source at \(x=0\), drain at \(x=L\), and nothing depends on the transverse coordinate. SI units are used.

- (A1) One spin-degenerate parabolic band of mass \(m\), at a temperature far below the Fermi energy. Heating is neglected.
- (A2) Electron-electron collisions, which conserve number and momentum, have a free path much shorter than \(L\), so the distribution is locally a shifted Fermi disc. Viscosity is neglected.
- (A3) A perfect metal gate lies at distance \(d\), one permittivity \(\epsilon\) fills the space on both sides of the sheet, and \(kd\ll1\) for the wave numbers \(k\) involved. Fringing fields at the contacts are neglected.
- (A4) Momentum is lost to the lattice at rate \(1/\tau\). The theorem takes \(1/\tau=0\); Proposition 2 restores it.
- (A5) The ends are ideal: \(\delta n(0,t)=0\) and \(\delta(nv)(L,t)=0\).

## The fluid equations

**Lemma 1 (pressure).** A Fermi disc of sheet density \(n\) drifting with velocity \(v\) has momentum flux \(mnv^2+P\) with \(P=\pi\hbar^2n^2/(2m)\).

*Proof.* Let the disc have radius \(k_F\) and centre \(k_0=mv/\hbar\) on the \(k_x\) axis. With two spin states \(n=2\pi k_F^2/(2\pi)^2=k_F^2/(2\pi)\). The flux is momentum \(\hbar k_x\) times velocity \(\hbar k_x/m\), summed over the disc. With \(k_x=k_0+q\cos\theta\),
\[
\frac{2}{(2\pi)^2}\frac{\hbar^2}{m}\int_0^{k_F}\!q\,dq\int_0^{2\pi}\!d\theta\,(k_0^2+2k_0q\cos\theta+q^2\cos^2\theta).
\]
The first term gives \(n\hbar^2k_0^2/m=mnv^2\), the second vanishes on the angular integral, and the third, with \(\int\cos^2\theta\,d\theta=\pi\), gives \(\hbar^2k_F^4/(8\pi m)\). Inserting \(k_F^4=4\pi^2n^2\) yields \(P\). ∎

Hence \(n^{-1}\partial_xP=(\pi\hbar^2/m)\,\partial_xn=\partial_xE_F\), where \(E_F=\hbar^2k_F^2/(2m)=\pi\hbar^2n/m=mv_F^2/2\).

**Lemma 2 (gate screening).** A density wave \(\delta n\,e^{ikx}\), \(k>0\), produces in the sheet the potential energy per electron
\[
\delta\Phi=\frac{e^2}{2\epsilon k}\left(1-e^{-2kd}\right)\delta n\;\to\;\frac{e^2}{C}\,\delta n\quad(kd\to0),\qquad C=\frac{\epsilon}{d}.
\]

*Proof.* The sheet is at \(z=0\), the gate at \(z=d\). The charge is \(-e\,\delta n\,\delta(z)\) and the energy is \(\Phi=-e\varphi\), so Poisson's equation reads \(\Phi''-k^2\Phi=-(e^2\delta n/\epsilon)\,\delta(z)\). The solution that decays below the sheet and vanishes on the gate is \(Ae^{kz}\) for \(z<0\) and \(A\sinh k(d-z)/\sinh kd\) for \(0<z<d\). The jump of the slope at \(z=0\) is \(-Ak\coth kd-Ak=-e^2\delta n/\epsilon\). Since \(1+\coth kd=e^{kd}/\sinh kd=2/(1-e^{-2kd})\), the value of \(A\) is the stated one. Expanding, \((1-e^{-2kd})/(2k)=d\,(1-kd+\dots)\). ∎

The local relation \(\Phi=e^2n/C+\text{const}\) therefore overestimates the kernel by a relative amount of about \(kd\).

**Lemma 3 (hydrodynamics).** Under (A1) to (A4), for a reference density \(n_0\),
\[
\partial_tn+\partial_x(nv)=0,\qquad \partial_tv+\partial_x\!\left(\frac{v^2}{2}+s^2\frac{n}{n_0}\right)=-\frac{v}{\tau},\qquad s^2=\frac{e^2n_0}{mC}+\frac{v_F^2}{2},
\]
with \(v_F\) taken at \(n_0\).

*Proof.* The Boltzmann equation is \(\partial_tf+(\hbar k_x/m)\partial_xf-\hbar^{-1}\partial_x\Phi\,\partial f/\partial k_x=\) collisions. Summing over \(\mathbf k\) gives continuity. Multiplying by \(\hbar k_x\) first, and integrating the force term by parts in \(k_x\), gives
\[
\partial_t(mnv)+\partial_x(mnv^2+P)+n\,\partial_x\Phi=-mnv/\tau .
\]
Subtracting \(mv\) times the continuity equation turns the first terms into \(mn(\partial_tv+v\,\partial_xv)\). Dividing by \(mn\), the force is \(-m^{-1}\partial_x(E_F+\Phi)\), and \(E_F+\Phi=(\pi\hbar^2/m+e^2/C)\,n+\text{const}\). The coefficient of \(n/n_0\), divided by \(m\), is \(E_F/m+e^2n_0/(mC)=s^2\). ∎

The electrochemical potential \(E_F+\Phi\) is linear in \(n\), so a source contact that holds this potential fixed relative to the gate at the channel end, without contact impedance, fixes \(n(0,t)\). This is the first condition of (A5); the second describes a drain fed by an ideal current source. Lemmas 1 and 2 were tested by quadrature over the disc and by a finite-difference solution of Poisson's equation.

## Waves and reflections

Without friction \(n=n_0\), \(v=v_0\) is a steady state. Put \(n=n_0(1+u)\), \(v=v_0+sw\), \(\beta=v_0/s\).

**Lemma 4 (characteristics).** To first order in \(u,w\), the combinations \(r_\pm=u\pm w\) obey \(\left[\partial_t+(v_0\pm s)\partial_x\right]r_\pm=0\).

*Proof.* To first order \(\delta(nv)=n_0(v_0u+sw)\) and \(\delta(v^2/2+s^2n/n_0)=s(v_0w+su)\). Dividing the two equations of Lemma 3 by \(n_0\) and by \(s\),
\[
\partial_tu+v_0\partial_xu+s\,\partial_xw=0,\qquad \partial_tw+v_0\partial_xw+s\,\partial_xu=0. \tag{1}
\]
The sum and the difference are the stated equations. ∎

Plane waves \(e^{ikx-i\omega t}\) thus have \(\omega=k(v_0\pm s)\). For \(|v_0|<s\), \(r_+\) moves toward the drain with speed \(s+v_0\) and \(r_-\) toward the source with speed \(s-v_0\). One wave enters at each end, so one condition at each end is what the problem needs.

**Lemma 5 (reflections).** The conditions (A5) are equivalent to \(r_+=-r_-\) at \(x=0\) and \(r_-=R\,r_+\) at \(x=L\), with \(R=(s+v_0)/(s-v_0)\).

*Proof.* Invert: \(u=(r_++r_-)/2\), \(w=(r_+-r_-)/2\). At the source \(u=0\) gives the first relation. At the drain \(v_0u+sw=0\) reads \(v_0(r_++r_-)+s(r_+-r_-)=0\), that is \((s+v_0)r_+=(s-v_0)r_-\). ∎

The arriving wave, of density amplitude \(r_+/2\), carries the current \(n_0(s+v_0)r_+/2\); the departing wave carries \(-n_0(s-v_0)r_-/2\). For \(v_0>0\) the slower upstream wave needs the larger density amplitude to cancel the current, so \(R>1\). The source returns the density amplitude with unit modulus and reversed sign, and the surplus is kept.

## The theorem

**Theorem.** Under (A1) to (A5) with \(1/\tau=0\) and \(|v_0|<s\), define
\[
T=\frac{L}{s+v_0}+\frac{L}{s-v_0}=\frac{2Ls}{s^2-v_0^2},\qquad G=-R=-\frac{s+v_0}{s-v_0}.
\]
(a) Initial data determine one solution of (1), and it obeys \(u(x,t+T)=G\,u(x,t)\), \(w(x,t+T)=G\,w(x,t)\) for \(t\ge0\).

(b) The normal modes \(\propto e^{-i\omega t}\) have \(\omega=\omega'_l+i\omega''\) with
\[
\omega'_l=(2l-1)\,\pi\,\frac{s^2-v_0^2}{2Ls},\qquad \omega''=\frac{s^2-v_0^2}{2Ls}\ln\left|\frac{s+v_0}{s-v_0}\right|,\qquad l\in\mathbb Z .
\]
(c) Every square-integrable solution is a sum of these modes. The flow is linearly unstable for \(0<v_0<s\) and stable for \(-s<v_0<0\).

*Proof.* Write \(t_\pm=L/(s\pm v_0)\), both positive. By Lemma 4, \(r_+=F\big(t-x/(s+v_0)\big)\) and \(r_-=H\big(t+x/(s-v_0)\big)\). Lemma 5 gives, for \(t\ge0\),
\[
F(t)=-H(t),\qquad H(t+t_-)=R\,F(t-t_+).
\]
(a) The initial data fix \(F\) on \([-t_+,0]\) and \(H\) on \([0,t_-]\); the source relation then fixes \(F\) on \([0,t_-]\), so \(F\) is known on an interval of length \(T=t_++t_-\). Using the source relation at time \(t+t_-\) in the drain relation, \(F(t+t_-)=-RF(t-t_+)\), or \(F(\sigma+T)=GF(\sigma)\) for \(\sigma\ge-t_+\). This continues \(F\) uniquely to all later arguments. For \(\sigma\ge0\), \(H(\sigma+T)=-F(\sigma+T)=-GF(\sigma)=GH(\sigma)\). Both \(r_\pm\), and so \(u\) and \(w\), are multiplied by \(G\) in time \(T\).

(b) A mode has \(F=Ae^{-i\omega\sigma}\), \(A\neq0\), and the recurrence demands \(e^{-i\omega T}=G\). The left side is \(e^{\omega''T}e^{-i\omega'T}\). For \(|v_0|<s\), \(R>0\) and \(G<0\). The modulus gives \(\omega''=\ln R/T\); the phase gives \(e^{-i\omega'T}=-1\), so \(\omega'T\) is an odd multiple of \(\pi\). Inserting \(1/T=(s^2-v_0^2)/(2Ls)\) gives the formulas.

(c) The function \(\phi(\sigma)=e^{-\omega''\sigma}F(\sigma)\) obeys \(\phi(\sigma+T)=R^{-1}G\,\phi(\sigma)=-\phi(\sigma)\). It has period \(2T\), and the sign change under a shift by \(T\) removes the even harmonics from its Fourier series, which leaves the terms \(e^{-i\omega'_l\sigma}\). Finally \(T>0\), and \(\ln R\) has the sign of \(v_0\). ∎

The density profile of a mode is \(u=\tfrac{A}{2}e^{-i\omega t}\left(e^{ik_+x}-e^{ik_-x}\right)\) with \(k_\pm=\omega/(v_0\pm s)\). At \(v_0=0\) it is \(\sin(\omega x/s)\) with \(\omega'_1=\pi s/(2L)\), a quarter-wave resonator with a density node at the source and a current node at the drain.

The spectrum was tested by Chebyshev collocation of (1) in the variables \(u,w\), which makes no use of characteristics. The number of low modes and their positions agree with the roots of \(e^{-i\omega T}=G\) at seven values of \(\beta\), the largest deviation being \(1.4\times10^{-13}\,s/L\). Statement (a) was tested by sending a weak pulse through the nonlinear equations of Lemma 3, for both signs of the drift.

## Remarks on the theorem

**Remark 1 (asymmetry).** The gain per round trip is the product of the two reflection factors. With fixed density at both ends it is \((-1)(-1)=1\). With fixed current at both ends the source has \(r_+=r_-/R\), by the algebra of Lemma 5, and the product is \(R\cdot R^{-1}=1\). In both cases \(\omega''=0\). With fixed current at the source and fixed density at the drain the product is \(-1/R\), and \(\omega''\) changes sign. All three cases were tested on the collocation spectrum. The kind of voltage contact matters as well. If the source fixed the Bernoulli potential \(E_F+\Phi+mv^2/2\) instead of \(E_F+\Phi\), its condition would be \(u+\beta w=0\), that is \(r_+=-r_-/R\). With fixed current at the drain the product would then be \(-1\), and there would be no growth. Between these two contacts the growth falls continuously: for \(u+a\beta w=0\) with \(0\le a\le1\) and \(0<\beta<1\), the source has \(r_+=-\frac{1-a\beta}{1+a\beta}\,r_-\), and the product \(-R\,\frac{1-a\beta}{1+a\beta}\) exceeds one in modulus for every \(a<1\). Fixed density is thus sufficient for the instability but not necessary.

**Remark 2 (dependence on drift).** Since \(\tfrac12\ln\frac{1+\beta}{1-\beta}=\operatorname{artanh}\beta=\beta+\beta^3/3+\beta^5/5+\dots\),
\[
g(\beta)\equiv\frac{\omega''L}{s}=(1-\beta^2)\operatorname{artanh}\beta=\beta-\tfrac23\beta^3-\tfrac{2}{15}\beta^5-\dots
\]
For slow drift \(\omega''\approx v_0/L\), the inverse transit time, independent of \(s\): the gain \(\ln R\approx2\beta\) is collected once per \(T\approx2L/s\). The collocation value of \((g-\beta)/\beta^3\) at \(\beta=0.02\) is \(-0.66672\), which is \(-\tfrac23-\tfrac{2}{15}\beta^2\). The derivative is \(g'=1-2\beta\operatorname{artanh}\beta\). The product \(\beta\operatorname{artanh}\beta\) rises monotonically from zero to infinity on \(0<\beta<1\), so there is one maximum, at \(\beta\operatorname{artanh}\beta=\tfrac12\), where \(g=(1-\beta^2)/(2\beta)\). This gives \(\beta=0.648\) and \(\omega''=0.448\,s/L\), tested by maximizing the computed eigenvalue. As \(\beta\to1\), \(|G|\) diverges as \(1/(1-\beta)\) but enters through its logarithm, while \(T\) itself diverges as \(1/(1-\beta)\), so \(\omega''\to0\).

Without friction, and with fixed density at the source and fixed current at the drain, the steady flow is linearly unstable for every drift \(0<v_0<s\), with a growth rate that is largest at \(v_0=0.648\,s\). What remains is to mark the limits of this result, to ask where the gain enters, to find the threshold that friction sets, and to work through an example.
